Time for a Grain-Boundary Groove to Reach 50 nm Depth

**Question**

A thick polycrystal with an initially flat free surface is annealed. A single grain boundary, perpendicular to the surface, meets it along a straight line, and a groove grows there by surface diffusion. Let x be the distance from the boundary and y(x,t) the surface height above the original level; the profile is even in x, so x ≥ 0 suffices. Subscripts x and t on y denote derivatives. The surface energy γ_s is isotropic, slopes are small, and evaporation and diffusion through the bulk or along the boundary are neglected. The data are

m = 0.1 (surface slope at the groove root), B = 10⁻²⁹ m⁴/s,

where B is the coefficient to be identified in part (a).

(a) Derive the equation of motion of the surface and the conditions at the root.

(b) Solve it, and find the depth of the root below the original surface.

(c) Find the depth measured from the top of the side ridges to the root.

(d) Using Mullins' coefficient for the depth of part (c) in its customary form, 0.973, find the time at which this depth is 50 nm. How sensitive is the answer to the inputs?

(e) The same boundary now crosses a film 50 nm thick on an inert substrate. When does the groove cut through the film? What changes if parallel boundaries are spaced a distance L apart?

(f) How large is the error made by assuming small slopes?

**Answer to (a)**

For small slopes the curvature is y_xx. An atom on a crest, where y_xx < 0, has a higher chemical potential than one on a flat surface. With Ω the atomic volume,

μ = −γ_s Ω y_xx.

Atoms drift down the gradient of μ. With surface diffusivity D_s and ν mobile atoms per unit area, the current per unit length of groove is

J = −(D_s ν/k_BT) μ_x = (D_s ν γ_s Ω/k_BT) y_xxx.

Where the current diverges the surface sinks, y_t = −Ω J_x, so

y_t = −B y_xxxx, B = D_s γ_s Ω² ν/(k_BT).

At the root the boundary pulls down with tension γ_gb, and the two surfaces, inclined at angle θ, pull up with γ_s sin θ each:

γ_gb = 2γ_s sin θ, m = tan θ.

For m = 0.1 this means γ_gb/γ_s = 0.199. The balance is taken to hold at all times, so y_x(0,t) = m. By symmetry the currents on the two sides are equal and opposite. Since the boundary neither supplies nor absorbs atoms, both vanish at the root, so y_xxx(0,t) = 0. Finally, y(x,0) = 0, and y tends to zero far away.

**Answer to (b)**

Because y is even in x, use the cosine transform

Y(k,t) = ∫₀^∞ y cos(kx) dx.

Integrate the fourth derivative by parts. Terms at infinity vanish, and so do terms with sin(kx) at x = 0:

∫ y_xxxx cos(kx) dx = −y_xxx(0) + k ∫ y_xxx sin(kx) dx
∫ y_xxx sin(kx) dx = −k ∫ y_xx cos(kx) dx
∫ y_xx cos(kx) dx = −m + k ∫ y_x sin(kx) dx
∫ y_x sin(kx) dx = −k Y.

The last two lines give −m − k²Y. Multiplying by −k² and using y_xxx(0) = 0 gives k²m + k⁴Y for the first line. Therefore

Y_t = −B k⁴ Y − B m k².

The stationary value is −m/k², and Y starts from zero, so

Y = −(m/k²)[1 − exp(−Bk⁴t)].

For k → 0 this behaves as −mBtk² and vanishes. The area under the profile is thus zero: material is only moved along the surface, and none is lost.

The inverse transform is y = (2/π)∫₀^∞ Y cos(kx) dk. Define the length ℓ = (Bt)^(1/4) and substitute q = kℓ, u = x/ℓ. Since dk/k² = ℓ dq/q²,

y = mℓ Z(u), Z(u) = −(2/π) ∫₀^∞ [1 − exp(−q⁴)] cos(qu)/q² dq.

The shape is fixed, and all its dimensions grow as t^(1/4). At the root, integrate by parts; the boundary term [1 − exp(−q⁴)]/q vanishes at both ends:

∫₀^∞ [1 − exp(−q⁴)]/q² dq = 4 ∫₀^∞ q² exp(−q⁴) dq.

With s = q⁴ one has q² dq = (1/4)s^(−1/4) ds, so the right side is Γ(3/4) = 1.22542. Hence

Z(0) = −(2/π)Γ(3/4) = −0.780,

and the root lies 0.780 m(Bt)^(1/4) below the original surface.

**Answer to (c)**

The height above the root, in units of mℓ, is

H(u) = Z(u) − Z(0) = (2/π) ∫₀^∞ [1 − exp(−q⁴)][1 − cos(qu)]/q² dq.

The part without the exponential is elementary. Integration by parts gives

∫₀^∞ [1 − cos(qu)]/q² dq = u ∫₀^∞ sin(qu)/q dq = πu/2.

In the other part expand

1 − cos(qu) = Σ (−1)^(n+1) (qu)^(2n)/(2n)!, n = 1, 2, …

and use, again with s = q⁴,

∫₀^∞ q^(2n−2) exp(−q⁴) dq = (1/4)Γ((2n−1)/4).

The factor exp(−q⁴) makes the integral of the absolute series converge, so integration term by term is allowed. The result is

H(u) = u − S(u)/(2π),
S(u) = Σ T_n, T_n = (−1)^(n+1) Γ((2n−1)/4) u^(2n)/(2n)!.

At the top of the ridge H′(u) = 0, or S′(u) = 2π. Since T_n is proportional to u^(2n), multiplication by u turns this into

Σ 2n T_n = 2πu.

The numerical root is u = 2.2999. There the first six terms are

9.58903, −1.42863, 0.18632, −0.01785, 0.00129, −0.00007.

As a check, weighting them with 2, 4, 6, 8, 10 and 12 gives 14.451, which agrees with 2π × 2.2999 = 14.451. Their plain sum is S = 8.3301, so

H = 2.2999 − 8.3301/6.2832 = 0.974.

The depth from ridge to root is therefore

d = C m(Bt)^(1/4), C = 0.974.

Of this, 0.780 lies below the original surface and 0.194 above it.

**Answer to (d)**

With the customary coefficient, which is 0.12 % below the value just found,

(Bt)^(1/4) = d/(0.973 m) = 50 nm/0.0973 = 513.87 nm.

The fourth power is

Bt = (5.1387 × 10⁻⁷ m)⁴ = 6.973 × 10⁻²⁶ m⁴,

and division by B gives

t = 6.973 × 10⁻²⁶/10⁻²⁹ s = 6973 s ≈ 1.94 h.

To two figures this is 7000 s; at exactly 7000 s the same formula gives a depth of 50.05 nm.

For the sensitivity, take the logarithm of t = [d/(Cm)]⁴/B and differentiate:

δt/t = 4(δd/d − δm/m − δC/C) − δB/B.

A 1 % error in depth or slope changes the time by about 4 %, and a 1 % error in B by about 1 %. The 0.12 % difference in C accordingly shifts the time by about 0.5 %: the more accurate C gives 6941 s. Direct numerical integration of the diffusion equation from a flat surface, which uses neither the transform nor the series, gives 6939 s on a 20 nm grid; the remaining 2 s is discretisation error and disappears as the grid is refined.

The same law makes deepening slow. Doubling the depth takes 16 times as long; in the numerical integration the depth grows by a factor 1.9997 between 1000 s and 16 000 s, which equals 2 within the grid error.

**Answer to (e)**

The film is cut when the root has descended 50 nm from the original surface. The ridge does not count, so the coefficient is 0.780. When the ridge-to-root depth is 50 nm, at 6941 s, the root is 40.0 nm below the original surface and the ridge 10.0 nm above it. About 10 nm of film remains under the root.

Until the root touches the substrate, the motion of the upper surface does not depend on the film thickness, provided the lower interface stays flat. The solution of part (b) therefore still applies. For equal distances the times are in the ratio of the inverse fourth powers of the coefficients:

t_cut = 6941 s × (0.9741/0.7801)⁴ = 6941 s × 2.431 ≈ 16 900 s ≈ 4.7 h.

After contact the substrate is exposed, new contact lines form, and the root conditions used here no longer hold.

Now let parallel boundaries be spaced L apart. Midway between two of them symmetry requires y_x = 0 and y_xxx = 0. With k_n = 2πn/L the factor sin(k_nx) also vanishes there, so the integrations by parts over 0 < x < L/2 give the same Y as before, at discrete k_n. The cosine series of the profile has coefficients (4/L)Y(k_n), and its constant term is zero by conservation of matter. At the root

y(0,t) = −(4m/L) Σ [1 − exp(−Bk_n⁴t)]/k_n², n = 1, 2, …

Every term grows steadily in magnitude, so the depth increases towards a limit. Using Σ 1/n² = π²/6,

|y(0,∞)| = (4m/L)(L²/4π²)(π²/6) = mL/6.

The surface has then reached constant curvature between the boundaries, μ is uniform, and the flow stops. A film of thickness h is cut in a finite time only if mL/6 > h, that is,

L > 6h/m = 6 × 50 nm/0.1 = 3000 nm.

For narrower spacing the film survives in this model of fixed parallel boundaries, however long the anneal. This does not carry over to a real polycrystalline film, where boundaries meet at junctions and the surface sinks further there. For a square grid of boundaries the two sets of grooves add, the limiting depth at a crossing is mL/3, and the threshold falls to 3h/m = 1500 nm. As L approaches the threshold from above, the cutting time grows without bound. Neighbours do not always delay the cut, however. The profile is a sum of isolated grooves, and each of these has a shallow trough beyond its ridge. Where that trough falls on the next root, it deepens it. Setting the depth in the sum above equal to 50 nm gives about 13 900 s for L = 3500 nm, some 17 % less than for an isolated groove. From about L = 5000 nm upwards the isolated-groove time of 16 900 s holds to within 2.5 %; the largest deviation is a delay of 2.3 % near L = 5600 nm. The lateral extent of a groove is considerable: at 6941 s the two ridges of one groove are already 2361 nm apart.

**Answer to (f)**

Without the small-slope assumption, the curvature and the derivative along the surface both contain the factor 1 + y_x²:

y_t = −B ∂/∂x { (1 + y_x²)^(−1/2) ∂/∂x [ y_xx (1 + y_x²)^(−3/2) ] }.

If x and y are both multiplied by λ and t by λ⁴, slopes are unchanged and both sides are multiplied by λ⁻³. The equation and the condition y_x(0,t) = m keep their form, so the quarter-power law survives. Only the coefficient now depends on m. Reversing the signs of y and m leaves the equation unchanged, so C(m) is even and its leading correction should be of order m².

Numerical solution for the self-similar profile gives the following changes relative to the small-slope value of C:

- m = 0.05: −0.081 %
- m = 0.1: −0.321 %

Doubling the slope multiplies the correction by about four, as expected. At m = 0.1 the coefficient is 0.971, and the time for a ridge-to-root depth of 50 nm becomes 7030 s, about 1.3 % more than the small-slope result of 6941 s. The 6973 s of part (d) lies between these two values. For the stated m and B, "about 7000 s" is thus as precise as the small-slope formula warrants. The results of part (e) shift by similar small amounts: the cutting time of an isolated groove rises by about 1.2 % to 17 100 s, and the threshold spacing, now set by a circular arc, from 3000 nm to 3006 nm.

Computed values

```
target depth d = 50 nm
root slope m = 0.1
B = 1e-29 m^4/s
gamma_gb/gamma_s for this slope = 0.1990
Gamma(3/4) = 1.22542
root coefficient = 0.7801
ridge position u = 2.2999
signed series term n=1 at ridge = 9.58903
signed series term n=2 at ridge = -1.42863
signed series term n=3 at ridge = 0.18632
signed series term n=4 at ridge = -0.01785
signed series term n=5 at ridge = 0.00129
signed series term n=6 at ridge = -0.00007
series sum at ridge = 8.33010
accurate ridge-to-root coefficient C = 0.97414
C from similarity equation, m=0.001 = 0.97414
0.973 relative to accurate C = -0.117 %
ridge coefficient = 0.1940
(Bt)^(1/4) with 0.973 = 513.87 nm
Bt with 0.973 = 6.9731e-26 m^4
time with 0.973 = 6973 s
time with 0.973 = 1.94 h
(Bt)^(1/4) with accurate C = 513.27 nm
time with accurate C = 6941 s
time from marching = 6939 s
depth at 7000 s with 0.973 = 50.05 nm
at the time with accurate C:
  root below original surface = 40.04 nm
  ridge above original surface = 9.96 nm
  distance between the two ridges = 2361 nm
time for root 50 nm below original = 16874 s
same time in hours = 4.69 h
same time from marching = 16868 s
that time / time with accurate C = 2.431
marched depth ratio, 16000 s to 1000 s = 1.9997
largest profile difference at 7000 s = 0.0017 nm
C from full curvature equation, m=0.1 = 0.97101
relative change of C, m=0.1 = -0.321 %
relative change of C, m=0.05 = -0.081 %
time from full curvature equation = 7030 s
```
